# Radiation patterns of vector spherical harmonics for l = 1 and 2

**Question**

I am working with the vector spherical harmonics
$$\mathbf X_{lm}=\frac{\mathbf L\,Y_{lm}}{\sqrt{l(l+1)}},\qquad \mathbf L=-i\,\mathbf r\times\nabla ,$$
and I have to find the radiation patterns $|\mathbf X_{lm}|^2$ for $l=1$ and $l=2$, for all $m$. Then I must show that their sum over $m$ is $(2l+1)/(4\pi)$ in every direction.

Differentiating in spherical coordinates gets messy, and I don't trust my factors. I also have two conceptual problems. Why is $|\mathbf X_{lm}|^2$ the pattern, rather than $|Y_{lm}|^2$? And how can patterns with zeros and lobes add up to something with no angular dependence? Does any source containing all the $m$ values radiate isotropically?

**Answer**

You can avoid the angular derivatives by using ladder operators. The answer to the last question is: not necessarily. The sum rule adds intensities with equal weights. A source with random relative phases and equal weights does exactly that and is isotropic, but unequal weights or fixed phases can give an anisotropic pattern.

**Why the pattern is $|\mathbf X_{lm}|^2$**

Take fields in vacuum with time factor $e^{-i\omega t}$ and $k=\omega/c$. Scale the magnetic field so that $\nabla\times\mathbf E=ik\mathbf B$ and $\nabla\times\mathbf B=-ik\mathbf E$. A magnetic multipole has
$$\mathbf E=\mathbf F\equiv h(r)\,\mathbf X_{lm},\qquad h(r)=h_l^{(1)}(kr),$$
where $h_l^{(1)}$ is the outgoing spherical Hankel function. This is an allowed field: $hY_{lm}$ solves the Helmholtz equation, $\mathbf L$ commutes with $\nabla^2$ and with functions of $r$, and $\nabla\cdot(\mathbf r\times\nabla\psi)=0$ for any smooth $\psi$.

The radial energy flux needs the part of $\nabla\times\mathbf F$ perpendicular to $\hat{\mathbf r}$. The product rule gives
$$\nabla\times\mathbf F=h'\,\hat{\mathbf r}\times\mathbf X+h\,\nabla\times\mathbf X .$$
For the second term, note that $\mathbf r\cdot\mathbf X=0$, that $\mathbf X$ does not depend on $r$, and that $\nabla\times\mathbf r=0$. Hence
$$0=\nabla(\mathbf r\cdot\mathbf X)=(\mathbf r\cdot\nabla)\mathbf X+(\mathbf X\cdot\nabla)\mathbf r+\mathbf r\times(\nabla\times\mathbf X)=\mathbf X+\mathbf r\times(\nabla\times\mathbf X).$$
So $\hat{\mathbf r}\times(\nabla\times\mathbf X)=-\mathbf X/r$. The tangential part of any vector $\mathbf C$ is $-\hat{\mathbf r}\times(\hat{\mathbf r}\times\mathbf C)$, which here equals $\hat{\mathbf r}\times\mathbf X/r$. Therefore
$$(\nabla\times\mathbf F)_{\rm tan}=\left(h'+\frac hr\right)\hat{\mathbf r}\times\mathbf X .$$

Now $\mathbf B=\nabla\times\mathbf F/(ik)$, and the complex conjugate of $1/(ik)$ is $i/k$. Also $\mathbf X\times(\hat{\mathbf r}\times\mathbf X^*)=\hat{\mathbf r}|\mathbf X|^2$, because $\hat{\mathbf r}\cdot\mathbf X=0$. The time-averaged radial flux is thus proportional to
$$\mathrm{Re}\,\hat{\mathbf r}\cdot(\mathbf E\times\mathbf B^*)
=\mathrm{Re}\left[\frac ik\,h\left(h'^*+\frac{h^*}{r}\right)\right]|\mathbf X|^2
=\frac1k\,\mathrm{Im}(h^*h')\,|\mathbf X|^2 .$$
The term $i|h|^2/(kr)$ is imaginary and drops out.

Put $\rho=kr$. The radial equation is $(\rho^2h_\rho)_\rho=[l(l+1)-\rho^2]h$, with subscripts for derivatives. Its coefficients are real, so $\rho^2\,\mathrm{Im}(h^*h_\rho)$ is constant. At large $\rho$, $h\to(-i)^{l+1}e^{i\rho}/\rho$ fixes that constant to 1. Since $h'=kh_\rho$, the flux is proportional to
$$\frac{|\mathbf X_{lm}|^2}{(kr)^2}$$
at any $r>0$ outside the source, not just far away.

An electric multipole has the same pattern. Its fields are $\mathbf E=\nabla\times\mathbf F/k$ and $\mathbf B=-i\mathbf F$, since $\nabla\times\nabla\times\mathbf F=k^2\mathbf F$. Its flux contains $\mathrm{Re}[(i/k)(\nabla\times\mathbf F)\times\mathbf F^*]$. Complex conjugation and reversal of the cross product turn this into $\mathrm{Re}[(i/k)\mathbf F\times(\nabla\times\mathbf F)^*]$, the magnetic expression.

**Replacing derivatives by ladder operators**

Let $L_\pm=L_x\pm iL_y$. For complex numbers $a$ and $b$, $|a+ib|^2+|a-ib|^2=2|a|^2+2|b|^2$. With $a=L_xY$ and $b=L_yY$ this gives
$$|\mathbf LY|^2=\tfrac12|L_+Y|^2+\tfrac12|L_-Y|^2+|L_zY|^2 .$$
For orthonormal $Y_{lm}$ with the Condon–Shortley phase,
$$L_\pm Y_{lm}=\sqrt{(l\mp m)(l\pm m+1)}\,Y_{l,m\pm1},\qquad L_zY_{lm}=mY_{lm}.$$
Consequently
$$\begin{aligned}
l(l+1)|\mathbf X_{lm}|^2={}&\tfrac12(l-m)(l+m+1)|Y_{l,m+1}|^2\\
&+\tfrac12(l+m)(l-m+1)|Y_{l,m-1}|^2+m^2|Y_{lm}|^2 .
\end{aligned}\tag{1}$$
Because $|Y_{l,-m}|=|Y_{lm}|$, changing $m$ to $-m$ merely swaps the first two terms. Only $m\ge0$ needs calculation.

With $c=\cos\theta$, the required squares are
$$|Y_{10}|^2=\frac{3c^2}{4\pi},\qquad |Y_{1,\pm1}|^2=\frac{3(1-c^2)}{8\pi},$$
$$|Y_{20}|^2=\frac{5(3c^2-1)^2}{16\pi},\quad |Y_{2,\pm1}|^2=\frac{15c^2(1-c^2)}{8\pi},\quad |Y_{2,\pm2}|^2=\frac{15(1-c^2)^2}{32\pi}.$$

**The case $l=1$**

The left side of (1) is $2|\mathbf X_{1m}|^2$. For $m=0$ the right side is $|Y_{11}|^2+|Y_{1,-1}|^2=2|Y_{11}|^2$, so
$$|\mathbf X_{10}|^2=\frac{3}{8\pi}(1-c^2)=\frac{3}{8\pi}\sin^2\theta .$$
For $m=1$ the raising term vanishes, leaving
$$2|\mathbf X_{11}|^2=|Y_{10}|^2+|Y_{11}|^2=\frac{6c^2+3-3c^2}{8\pi},$$
$$|\mathbf X_{1,\pm1}|^2=\frac{3}{16\pi}(1+c^2).$$

**The case $l=2$**

The left side is now $6|\mathbf X_{2m}|^2$. For $m=0$, both ladder coefficients are $\tfrac12\cdot2\cdot3=3$, so the right side is $6|Y_{21}|^2$ and
$$|\mathbf X_{20}|^2=\frac{15}{8\pi}c^2(1-c^2).$$
For $m=1$, the coefficients are $\tfrac12\cdot1\cdot4=2$, $\tfrac12\cdot3\cdot2=3$ and $1$:
$$\begin{aligned}
6|\mathbf X_{21}|^2&=2|Y_{22}|^2+3|Y_{20}|^2+|Y_{21}|^2\\
&=\frac{15}{16\pi}\left[(1-2c^2+c^4)+(1-6c^2+9c^4)+(2c^2-2c^4)\right]\\
&=\frac{15}{16\pi}(2-6c^2+8c^4),
\end{aligned}$$
$$|\mathbf X_{2,\pm1}|^2=\frac{5}{16\pi}(1-3c^2+4c^4).$$
For $m=2$, the coefficients are $0$, $\tfrac12\cdot4\cdot1=2$ and $4$:
$$\begin{aligned}
6|\mathbf X_{22}|^2&=2|Y_{21}|^2+4|Y_{22}|^2\\
&=\frac{15}{8\pi}(1-c^2)\left[2c^2+(1-c^2)\right]=\frac{15}{8\pi}(1-c^4),
\end{aligned}$$
$$|\mathbf X_{2,\pm2}|^2=\frac{5}{16\pi}(1-c^4).$$

On the $z$ axis, $Y_{l0}$ is the only nonzero harmonic. In (1) it enters with a nonzero coefficient for $m=\pm1$ alone, so only those two components radiate along the axis.

The lobes follow from $u=c^2$. For $l=2,m=0$, $u(1-u)$ is largest at $u=1/2$, that is, at $45^\circ$ and $135^\circ$, where the pattern is $0.149\ \mathrm{sr}^{-1}$. For $m=\pm1$, $1-3u+4u^2$ is smallest at $u=3/8$, so the minimum of $0.0435\ \mathrm{sr}^{-1}$ lies at $52.2^\circ$ and at its mirror angle below the equator.

**Adding the patterns**

For $l=1$,
$$\sum_m|\mathbf X_{1m}|^2=\frac{3}{8\pi}(1-c^2)+2\cdot\frac{3}{16\pi}(1+c^2)=\frac{3}{4\pi}.$$
For $l=2$, take out $5/(16\pi)$. The $m=0$ term contributes $6(c^2-c^4)$, and each other pattern appears twice:
$$\begin{aligned}
\sum_m|\mathbf X_{2m}|^2&=\frac{5}{16\pi}\left[6c^2-6c^4+2-6c^2+8c^4+2-2c^4\right]\\
&=\frac{5}{16\pi}\cdot4=\frac{5}{4\pi}.
\end{aligned}$$

At $60^\circ$, for example, the numbers in $\mathrm{sr}^{-1}$ are
$$l=1:\quad 0.0895+2(0.0746)=0.2387,$$
$$l=2:\quad 0.1119+2(0.0497)+2(0.0933)=0.3979.$$
These are $3/(4\pi)$ and $5/(4\pi)$ to four decimals. The numerical check obtains the patterns by direct differentiation.

**Why the sum has no angular dependence**

Sum (1) over $m$ and collect everything that multiplies one particular $|Y_{lm}|^2$. It is reached by raising from $m-1$, by lowering from $m+1$, and through $L_z$. Its total coefficient is
$$\begin{aligned}
&\tfrac12(l+m)(l-m+1)+\tfrac12(l-m)(l+m+1)+m^2\\
&\quad=\tfrac12\left[l(l+1)-m^2+m\right]+\tfrac12\left[l(l+1)-m^2-m\right]+m^2=l(l+1).
\end{aligned}$$
Dividing by $l(l+1)$ gives, for every $l\ge1$,
$$\sum_m|\mathbf X_{lm}|^2=\sum_m|Y_{lm}|^2 .$$

A rotation turns each $Y_{lm}$ into a combination of harmonics with the same $l$, because $L^2$ commutes with rotations. The rotated functions are still orthonormal, so the mixing matrix is unitary and leaves $\sum_m|Y_{lm}|^2$ unchanged. This sum therefore has the same value in all directions. Its integral over the sphere is $2l+1$, one for each normalized harmonic, so its value is $(2l+1)/(4\pi)$.

The same three coefficients show that each pattern has unit integral: integrating (1) replaces every $|Y|^2$ that occurs by 1, and the right side becomes $l(l+1)$. Each $|\mathbf X_{lm}|^2$ is thus the fraction of a pure multipole's power emitted per steradian.

**When a source is not isotropic**

Consider a source of one multipole type and one $l$, with amplitudes $a_m$. Its pattern is $|\sum_m a_m\mathbf X_{lm}|^2$, which contains cross terms. If the relative phases are random, these average to zero and leave $\sum_m p_m|\mathbf X_{lm}|^2$, with $p_m$ the average of $|a_m|^2$. Equal $p_m$ then give isotropic intensity.

For unequal weights with $l=1$ and $p_0+p_++p_-=1$,
$$W(\theta)=\frac{3}{16\pi}\left[2p_0(1-c^2)+(p_++p_-)(1+c^2)\right].$$
This is isotropic when $2p_0=p_++p_-$. Equal weights satisfy the condition, but so do $p_0=1/3$, $p_+=2/3$, $p_-=0$.

Now take $p_0=0.50$ and $p_+=p_-=0.25$. Then
$$W=\frac{3}{16\pi}\left[(1-c^2)+\tfrac12(1+c^2)\right]=\frac{3}{32\pi}(3-c^2).$$
This is $0.0597\ \mathrm{sr}^{-1}$ on the axis and $0.0895\ \mathrm{sr}^{-1}$ at the equator, a ratio of $3/2$. A detector covering $0.01$ sr, small enough for $W$ to be treated as constant across it, receives
$$0.0597\times0.01=5.97\times10^{-4}$$
of the power on the axis and $8.95\times10^{-4}$ at the equator. An isotropic source would give $0.01/(4\pi)=7.96\times10^{-4}$ in either place.

Coherence matters even with equal weights. On the unit sphere, with $\mathbf n=\hat{\mathbf r}$ and $y=\mathbf n\cdot\hat{\mathbf y}$,
$$Y_{11}+Y_{1,-1}=-i\sqrt{\frac{3}{2\pi}}\,y .$$
To apply $\mathbf L$, use $\mathbf L(y/r)=-i\,\mathbf n\times\hat{\mathbf y}$, where $y/r$ denotes the same function extended off the sphere. Dividing by $\sqrt2$ gives
$$\mathbf X_{11}+\mathbf X_{1,-1}=-\sqrt{\frac{3}{4\pi}}\,\mathbf n\times\hat{\mathbf y},\qquad
|\mathbf X_{11}+\mathbf X_{1,-1}|^2=\frac{3}{4\pi}(1-y^2).$$
The in-phase pair emits nothing along $y$, whereas the sum of its two separate intensities there is $0.119\ \mathrm{sr}^{-1}$. The cross terms remove all of it. This pair lacks $m=0$, so include it with the same amplitude. From $Y_{10}=\sqrt{3/(4\pi)}\,c$ the same rule gives $\mathbf X_{10}=-i\sqrt{3/(8\pi)}\,\mathbf n\times\hat{\mathbf z}$, so $\mathbf X_{11}+\mathbf X_{10}+\mathbf X_{1,-1}=-\sqrt{3/(8\pi)}\,\mathbf n\times(\sqrt2\,\hat{\mathbf y}+i\hat{\mathbf z})$. The squares of the real and imaginary parts add, giving $\frac{3}{8\pi}\left[2(1-y^2)+(1-c^2)\right]$. This is $9/(8\pi)$ along $x$ and $3/(8\pi)$ along $y$, although all three weights are equal and the sum of the three intensities is $3/(4\pi)$ everywhere. The sum rule you were asked to show is a statement about intensities, and it does not apply to a sum of amplitudes.

## Table of computed values

```
polar angles (degrees): [0, 30, 45, 60, 90]
patterns |X_lm|^2 at these angles (1/sr):
l=1 m=-1: 0.119366  0.104445  0.089525  0.074604  0.059683
l=1 m=+0: 0.000000  0.029842  0.059683  0.089525  0.119366
l=1 m=+1: 0.119366  0.104445  0.089525  0.074604  0.059683
l=1 sum over m: 0.238732  0.238732  0.238732  0.238732  0.238732
l=1 value (2l+1)/(4 pi): 0.238732 1/sr
l=2 m=-2: 0.000000  0.043519  0.074604  0.093255  0.099472
l=2 m=-1: 0.198944  0.099472  0.049736  0.049736  0.099472
l=2 m=+0: 0.000000  0.111906  0.149208  0.111906  0.000000
l=2 m=+1: 0.198944  0.099472  0.049736  0.049736  0.099472
l=2 m=+2: 0.000000  0.043519  0.074604  0.093255  0.099472
l=2 sum over m: 0.397887  0.397887  0.397887  0.397887  0.397887
l=2 value (2l+1)/(4 pi): 0.397887 1/sr
l=2 m=0 maximum: angle 45.000 degrees, value 0.149208 1/sr
l=2 |m|=1 minimum: angle 52.239 degrees, value 0.043519 1/sr
weights for l=1: p0=0.50, p+1=0.25, p-1=0.25
weighted pattern on axis: 0.059683 1/sr
weighted pattern at equator: 0.089525 1/sr
equator/axis ratio: 1.5000
small detector solid angle: 0.01 sr
power fraction, detector on axis: 5.9683e-04
power fraction, detector at equator: 8.9525e-04
power fraction, isotropic source: 7.9577e-04
|X_11 + X_1,-1|^2 along y: 0.000000 1/sr
|X_11|^2 + |X_1,-1|^2 along y: 0.119366 1/sr
flux test: k=1.30, r=1.9647, kr=2.5541 (k and r in atomic units)
largest flux-pattern error, both types: 6.1e-08 1/sr
```
